# Spreading Resistance of an Equipotential Disk on a Uniform Half-Space: a numerical check

```python
"""Spreading resistance of an equipotential disk on a conducting half-space.

Result under test: R = rho/(4 a), with rho the resistivity, a the disk radius,
an insulating surface outside the disk, and zero potential at infinity.
Dimensionless tests use a = rho = V0 = 1, so the total current should be 4.
r and z are cylindrical coordinates; xi and theta are oblate spheroidal ones.
The example is a circular spot joining two solid gold contacts.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import ellipe, ellipk

pi = np.pi


def potential(r, z):
    """Closed-form potential for a unit disk at unit potential."""
    q = r*r + z*z - 1.0
    root = np.sqrt(q*q + 4.0*z*z)
    # The two forms are equal; each avoids cancellation on its own side.
    sinh_squared = 2.0*z*z/(root - q) if q < 0 else (root + q)/2.0
    return 1.0 - 2.0/pi*np.arctan(np.sqrt(sinh_squared))


def laplacian(f, r, z, h):
    """Axisymmetric Laplacian by central differences."""
    middle = f(r, z)
    rp, rm = f(r + h, z), f(r - h, z)
    zp, zm = f(r, z + h), f(r, z - h)
    return (rp + rm + zp + zm - 4*middle)/h**2 + (rp - rm)/(2*h*r)


# Metric of the spheroidal coordinates, from differences of the map itself.
def position(xi, theta):
    return np.array([np.cosh(xi)*np.sin(theta), np.sinh(xi)*np.cos(theta)])


step = 1e-5
for xi, theta in [(0.3, 0.4), (0.9, 1.1), (1.7, 0.7)]:
    d_xi = (position(xi + step, theta) - position(xi - step, theta))/(2*step)
    d_th = (position(xi, theta + step) - position(xi, theta - step))/(2*step)
    metric = np.sinh(xi)**2 + np.cos(theta)**2
    assert abs(d_xi @ d_xi - metric) < 1e-7
    assert abs(d_th @ d_th - metric) < 1e-7
    assert abs(d_xi @ d_th) < 1e-7
    expected = 1 - 2/pi*np.arctan(np.sinh(xi))
    assert abs(potential(*position(xi, theta)) - expected) < 1e-12

# Laplace equation and boundary conditions.
for r, z in [(0.4, 0.5), (1.2, 0.6), (2.0, 1.3)]:
    assert abs(laplacian(potential, r, z, 1e-3)) < 1e-4
for r in [0.2, 0.5, 0.8]:
    h = 1e-3
    assert abs(potential(r, 0.0) - 1) < 1e-12
    slope = (-3*potential(r, 0) + 4*potential(r, h)
             - potential(r, 2*h))/(2*h)
    assert abs(-slope - 2/(pi*np.sqrt(1 - r*r))) < 1e-4
for r in [1.3, 2.0, 4.0]:
    h = 1e-4
    slope = (-3*potential(r, 0) + 4*potential(r, h)
             - potential(r, 2*h))/(2*h)
    assert abs(slope) < 1e-5


# Total current through a hemisphere outside the disk.
def hemisphere_flux(angle):
    radius, h = 2.0, 1e-4
    s, c = np.sin(angle), np.cos(angle)
    outer = potential((radius + h)*s, (radius + h)*c)
    inner = potential((radius - h)*s, (radius - h)*c)
    return -(outer - inner)/(2*h)*2*pi*radius**2*s


flux = quad(hemisphere_flux, 0, pi/2, epsabs=1e-8, epsrel=1e-8)[0]
assert abs(flux - 4) < 1e-5


# Independent solution: unknown uniform current densities on annuli.
def disk_integral(r, b):
    """Integral of 1/distance over a disk of radius b, at in-plane radius r."""
    large = np.maximum(r, b)
    m = (np.minimum(r, b)/large)**2
    outside = 4*r*(ellipe(m) - (1 - m)*ellipk(m))
    return np.where(r < b, 4*b*ellipe(m), outside)


def ring_solution(n):
    edges = np.sin(np.linspace(0, pi/2, n + 1))
    points = np.sin((np.arange(n) + 0.5)*pi/(2*n))
    disks = disk_integral(points[:, None], edges[None, :])
    matrix = np.diff(disks, axis=1)/(2*pi)
    density = np.linalg.solve(matrix, np.ones(n))
    return edges, density*pi*np.diff(edges**2)


ring_counts = [75, 150, 300]
ring_resistances = []
for count in ring_counts:
    ring_edges, ring_currents = ring_solution(count)
    ring_resistances.append(1/ring_currents.sum())
ring_errors = np.abs(np.array(ring_resistances) - 0.25)
assert ring_errors[2] < ring_errors[1] < ring_errors[0]
assert ring_errors[2]/0.25 < 3e-3   # finite ring width near the rim
cumulative = np.r_[0, np.cumsum(ring_currents)]/ring_currents.sum()
current_law = 1 - np.sqrt(np.maximum(0, 1 - ring_edges**2))
profile_error = np.max(np.abs(cumulative - current_law))
assert profile_error < 5e-3         # same discretization error

# Uniform injection: dissipation divided by current squared.
uniform_integral = quad(lambda r: float(disk_integral(r, 1.0))*2*pi*r,
                        0, 1)[0]
uniform_resistance = uniform_integral/(2*pi*pi**2)
assert abs(uniform_resistance - 8/(3*pi**2)) < 1e-8
assert uniform_resistance > 0.25

# Far potential: the next term is of relative order (a/b)^2.
for angle in [0.0, 0.7, 1.5]:
    far = potential(50*np.sin(angle), 50*np.cos(angle))
    assert abs(far/(2/(pi*50)) - 1) < 1e-3


# Two half-spaces: the odd continuation must be harmonic across the spot.
def joined(r, z):
    return np.sign(z)*(1 - potential(r, abs(z)))


assert abs(laplacian(joined, 0.4, 0.002, 0.004)) < 1e-5


# Heat balance with conductivity L*T/rho; here L = T0 = 1 and U = 2.
def half_temperature_squared(r, z):
    return 0.5*(1 + 1 - joined(r, z)**2)


h = 1e-3
grad_r = (joined(0.7 + h, 0.5) - joined(0.7 - h, 0.5))/(2*h)
grad_z = (joined(0.7, 0.5 + h) - joined(0.7, 0.5 - h))/(2*h)
heat_residual = (laplacian(half_temperature_squared, 0.7, 0.5, h)
                 + grad_r**2 + grad_z**2)
assert abs(heat_residual) < 1e-5

# Gold example: rough typical inputs, SI units inside the program.
rho = 2.2e-8
a = 2e-6
contact_size = 500e-6
current = 0.100
temperature = 300.0
hot_temperature = 358.0
lattice = 0.408e-9
electron_density = 4/lattice**3     # four atoms per cube, one electron each
R_one = rho/(4*a)
R_joint = 2*R_one
voltage = current*R_joint
mean_density = current/(pi*a*a)
centre_density = 2*(voltage/2)/(pi*rho*a)
assert abs(centre_density/mean_density - 0.5) < 1e-12

# Ballistic resistance, tested by the angular flux of a free-electron gas.
k_fermi = (3*pi**2*electron_density)**(1/3)
mean_free_path = const.hbar*k_fermi/(electron_density*const.e**2*rho)
R_ballistic = 4*rho*mean_free_path/(3*pi*a*a)
angular = quad(lambda t: 2*pi*np.cos(t)*np.sin(t), 0, pi/2)[0]
conductance = (2*const.e**2*k_fermi**2/((2*pi)**3*const.hbar)
               * angular*pi*a*a)
assert abs(R_ballistic*conductance - 1) < 1e-10

# Other neglected effects.
R_size = 2*rho/(2*pi*contact_size)
lorenz = pi**2*const.k**2/(3*const.e**2)
square_rise = voltage**2/(4*lorenz)
heating = square_rise/(np.sqrt(temperature**2 + square_rise) + temperature)
R_hot = R_joint*hot_temperature/temperature
film_limit = 0.10*R_joint*pi*a*a

print("DIMENSIONLESS RESULTS")
print(f"Flux through hemisphere, rho I/(a V0): {flux:.6f}")
for count, value in zip(ring_counts, ring_resistances):
    print(f"Ring solution R a/rho, {count} rings: {value:.6f}")
shift = ring_resistances[-1] - ring_resistances[-2]
print(f"Shift of R a/rho, last two ring counts: {shift:.2e}")
print(f"Largest error of enclosed current fraction: {profile_error:.2e}")
print(f"Uniform injection R a/rho: {uniform_resistance:.6f}")
print(f"Uniform excess over equipotential: "
      f"{100*(uniform_resistance/0.25 - 1):.2f} %")
print(f"Current fraction inside r = a/2: {1 - np.sqrt(0.75):.4f}")
print(f"Radius enclosing half the current: {np.sqrt(0.75):.4f} a")
for depth in [1, 10]:
    print(f"Fraction of drop within axial depth {depth} a: "
          f"{1 - potential(0, depth):.4f}")
print("GOLD INPUTS (rough typical values)")
print(f"Resistivity: {rho*1e8:.2f} microohm cm")
print(f"Spot radius: {a*1e6:.2f} um")
print(f"Contact size: {contact_size*1e6:.0f} um")
print(f"Current: {current*1e3:.0f} mA")
print(f"Temperature: {temperature:.0f} K")
print(f"Cubic lattice parameter: {lattice*1e9:.3f} nm")
print("GOLD RESULTS")
print(f"One-side resistance: {R_one*1e3:.3f} mohm")
print(f"Joint resistance: {R_joint*1e3:.3f} mohm")
print(f"Joint resistance, converted: {R_joint:.5f} ohm")
print(f"Joint voltage: {voltage*1e3:.3f} mV")
print(f"Mean current density: {mean_density*1e-4:.3e} A/cm2")
print(f"Central current density: {centre_density*1e-4:.3e} A/cm2")
print("NEGLECTED EFFECTS")
print(f"Electron density: {electron_density*1e-6:.3e} cm^-3")
print(f"Fermi wave number: {k_fermi*1e-9:.2f} nm^-1")
print(f"Mean free path: {mean_free_path*1e9:.1f} nm")
print(f"Mean free path / spot radius: {mean_free_path/a:.4f}")
print(f"Ballistic resistance: {R_ballistic*1e3:.4f} mohm")
print(f"Ballistic / joint resistance: {100*R_ballistic/R_joint:.2f} %")
print(f"Finite-size reduction: {R_size*1e3:.4f} mohm")
print(f"Finite-size / joint resistance: {100*R_size/R_joint:.3f} %")
print(f"Lorenz number: {lorenz:.3e} V2/K2")
print(f"Self-heating at spot: {heating*1e3:.2f} mK")
print(f"Hot operating temperature: {hot_temperature:.0f} K")
print(f"Joint resistance when hot: {R_hot*1e3:.2f} mohm")
print(f"Rise when hot: {100*(R_hot/R_joint - 1):.1f} %")
print(f"Film rho_c for a 10 % lower bound: {film_limit*1e4:.2e} ohm cm2")
print("ALL CHECKS PASSED")
```

Output:

```
DIMENSIONLESS RESULTS
Flux through hemisphere, rho I/(a V0): 4.000000
Ring solution R a/rho, 75 rings: 0.250000
Ring solution R a/rho, 150 rings: 0.250000
Ring solution R a/rho, 300 rings: 0.250000
Shift of R a/rho, last two ring counts: -4.07e-09
Largest error of enclosed current fraction: 5.49e-04
Uniform injection R a/rho: 0.270190
Uniform excess over equipotential: 8.08 %
Current fraction inside r = a/2: 0.1340
Radius enclosing half the current: 0.8660 a
Fraction of drop within axial depth 1 a: 0.5000
Fraction of drop within axial depth 10 a: 0.9365
GOLD INPUTS (rough typical values)
Resistivity: 2.20 microohm cm
Spot radius: 2.00 um
Contact size: 500 um
Current: 100 mA
Temperature: 300 K
Cubic lattice parameter: 0.408 nm
GOLD RESULTS
One-side resistance: 2.750 mohm
Joint resistance: 5.500 mohm
Joint resistance, converted: 0.00550 ohm
Joint voltage: 0.550 mV
Mean current density: 7.958e+05 A/cm2
Central current density: 3.979e+05 A/cm2
NEGLECTED EFFECTS
Electron density: 5.890e+22 cm^-3
Fermi wave number: 12.04 nm^-1
Mean free path: 38.2 nm
Mean free path / spot radius: 0.0191
Ballistic resistance: 0.0891 mohm
Ballistic / joint resistance: 1.62 %
Finite-size reduction: 0.0140 mohm
Finite-size / joint resistance: 0.255 %
Lorenz number: 2.443e-08 V2/K2
Self-heating at spot: 5.16 mK
Hot operating temperature: 358 K
Joint resistance when hot: 6.56 mohm
Rise when hot: 19.3 %
Film rho_c for a 10 % lower bound: 6.91e-11 ohm cm2
ALL CHECKS PASSED
```
